# Inverse participation ratio of an exponentially localized defect orbital: a program that tests the result

```python
"""Inverse participation ratio (IPR) of an exponentially decaying defect orbital.

Result under test: for amplitudes c_n = A exp(-kappa |n|) on an infinite chain,
    P = sum |c_n|^4 / (sum |c_n|^2)^2 = tanh(kappa) (1 + tanh(kappa)^2) / 2,
with P -> 1 - 4q + 10q^2 for large kappa and P -> kappa/2 + kappa^3/3 for small.
Symbols: kappa = a/xi, a = site spacing, xi = amplitude decay length,
q = exp(-2 kappa), t = hopping energy, U = attraction on the defect site,
D = depth of the defect level below the band edge.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def ipr(amplitudes):
    density = np.abs(amplitudes) ** 2
    return np.sum(density ** 2) / np.sum(density) ** 2


def ipr_formula(kappa):
    th = np.tanh(kappa)
    return 0.5 * th * (1 + th ** 2)


def direct_orbital(kappa):
    reach = int(np.ceil(40 / kappa))
    return np.exp(-kappa * np.abs(np.arange(-reach, reach + 1)))


def lowest_state(site_energies, hopping):
    bonds = -hopping * np.ones(len(site_energies) - 1)
    energy, vector = eigh_tridiagonal(site_energies, bonds, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]


def defect_chain(n_sites, attraction):
    energies = np.zeros(n_sites)
    energies[n_sites // 2] = -attraction
    return energies


def green_orbital_ipr(dimension, n_grid, hopping, depth):
    """IPR of a one-site defect state from its wavevector representation."""
    k = 2 * np.pi * np.arange(n_grid) / n_grid
    axes = np.meshgrid(*([k] * dimension), indexing="ij")
    band = -2 * hopping * sum(np.cos(axis) for axis in axes)
    level = -2 * dimension * hopping - depth
    return ipr(np.fft.ifftn(1 / (band - level)).real)


# Closed form against explicit site sums
for kappa_test in (0.01, 0.1, 0.5, 1.0, 2.0, 5.0):
    assert abs(ipr(direct_orbital(kappa_test)) / ipr_formula(kappa_test) - 1) < 1e-10
    q_test = np.exp(-2 * kappa_test)
    rational = (1 - q_test) * (1 + q_test ** 2) / (1 + q_test) ** 3
    assert abs(ipr(direct_orbital(kappa_test)) / rational - 1) < 1e-10

# Strong limit: expand the ratio of truncated site sums, no closed form used
q_sym = sp.symbols("q")
norm_sum = 1 + 2 * sum(q_sym ** n for n in range(1, 5))
fourth_sum = 1 + 2 * sum(q_sym ** (2 * n) for n in range(1, 5))
expansion = sp.series(fourth_sum / norm_sum ** 2, q_sym, 0, 3).removeO()
assert sp.expand(expansion - (1 - 4 * q_sym + 10 * q_sym ** 2)) == 0

# Weak limit: leading and next coefficient from site sums; continuum integral
small = 0.01
p_small = ipr(direct_orbital(small))
assert abs(p_small / small - 0.5) < 1e-4
assert abs((p_small - small / 2) / small ** 3 - 1 / 3) < 1e-4
second = 2 * quad(lambda x: np.exp(-2 * small * x), 0, 20 / small)[0]
fourth = 2 * quad(lambda x: np.exp(-4 * small * x), 0, 20 / small)[0]
assert abs(fourth / second ** 2 / (small / 2) - 1) < 1e-7

# One-site defect: energy, decay and IPR against diagonalization
for attraction in (0.2, 1.0, 4.0):
    e_num, v_num = lowest_state(defect_chain(501, attraction), 1.0)
    kappa_pred = np.arcsinh(attraction / 2)
    decay_num = np.log(abs(v_num[251] / v_num[252]))
    assert abs(e_num + np.sqrt(attraction ** 2 + 4)) < 1e-9
    assert abs(decay_num - kappa_pred) < 1e-7
    assert abs(ipr(v_num) - ipr_formula(kappa_pred)) < 1e-7

# Worked example: rough values in the regime of a vacancy in hafnium oxide
a_nm, t_ev, depth_ev = 0.35, 1.0, 1.5
level_ev = -(2 * t_ev + depth_ev)
u_ev = np.sqrt(level_ev ** 2 - 4 * t_ev ** 2)
kappa = np.arcsinh(u_ev / (2 * t_ev))
q = np.exp(-2 * kappa)
xi_nm = a_nm / kappa
p_exact = ipr_formula(kappa)
e_diag, v_diag = lowest_state(defect_chain(201, u_ev), t_ev)
p_diag = ipr(v_diag)
weights = v_diag ** 2
assert abs(e_diag - level_ev) < 1e-9 and abs(p_diag - p_exact) < 1e-8
assert abs(weights[100] - np.tanh(kappa)) < 1e-8
mass_ratio = const.hbar ** 2 / (2 * t_ev * const.e * (a_nm * 1e-9) ** 2) / const.m_e

print(f"site spacing a = {a_nm:.2f} nm")
print(f"hopping t = {t_ev:.2f} eV")
print(f"trap depth D = {depth_ev:.2f} eV")
print(f"band-edge mass for this t and a = {mass_ratio:.3f} electron masses")
print(f"level E from band centre = {level_ev:.3f} eV")
print(f"site attraction U = {u_ev:.4f} eV")
print(f"kappa = a/xi = {kappa:.4f} (no unit)")
print(f"decay length xi = {xi_nm:.4f} nm")
print(f"q = exp(-2 kappa) = {q:.5f} (no unit)")
print(f"tanh(kappa) = {np.tanh(kappa):.5f} (no unit)")
for n in range(3):
    print(f"weight on site {n} = {weights[100 + n]:.5f} (no unit)")
print(f"IPR, closed form = {p_exact:.5f} (no unit)")
print(f"IPR, diagonalization = {p_diag:.5f} (no unit)")
print(f"participation number 1/P = {1 / p_exact:.4f} sites")

# Limits applied to the example and to clearly weak and strong cases
for name, kap in (("weak case", 0.1), ("example", kappa), ("strong case", 3.0)):
    qq = np.exp(-2 * kap)
    exact = ipr(direct_orbital(kap))
    print(f"{name}: kappa = {kap:.4f}, exact P = {exact:.6f}")
    print(f"  weak formula kappa/2 = {kap / 2:.6f},"
          f" error {100 * (kap / 2 / exact - 1):.3f} %")
    print(f"  strong formula 1-4q = {1 - 4 * qq:.6f},"
          f" error {100 * ((1 - 4 * qq) / exact - 1):.3f} %")

# Neglected: defect potential shared by two neighbouring sites, same depth
u_pair = -level_ev - t_ev - t_ev * np.exp(-kappa)
pair_energies = np.zeros(202)
pair_energies[100:102] = -u_pair
e_pair, v_pair = lowest_state(pair_energies, t_ev)
p_pair = ipr(v_pair)
assert abs(e_pair - level_ev) < 1e-9
assert abs(p_pair - np.tanh(kappa) / 2) < 1e-8
print(f"two-site defect: attraction per site = {u_pair:.4f} eV")
print(f"two-site defect, same depth: P = {p_pair:.4f} (no unit)")

# Neglected: three dimensions; the method is first checked on the chain
assert abs(green_orbital_ipr(1, 128, t_ev, depth_ev) - p_exact) < 1e-9
p_cubic = green_orbital_ipr(3, 40, t_ev, depth_ev)
assert abs(p_cubic - green_orbital_ipr(3, 28, t_ev, depth_ev)) < 1e-8
print(f"simple cubic lattice, same t and D: P = {p_cubic:.4f} (no unit)")

# Neglected: uncertainty of the hopping at fixed depth
for t_alt in (0.7, 1.3):
    u_alt = np.sqrt((2 * t_alt + depth_ev) ** 2 - 4 * t_alt ** 2)
    e_alt, v_alt = lowest_state(defect_chain(201, u_alt), t_alt)
    assert abs(-2 * t_alt - e_alt - depth_ev) < 1e-9
    print(f"hopping {t_alt:.1f} eV, same D: P = {ipr(v_alt):.4f} (no unit)")

# Neglected: random site energies
rng = np.random.default_rng(7)
disorder_ev, n_samples = 0.1, 1000
p_random = np.array([
    ipr(lowest_state(defect_chain(61, u_ev)
                     + disorder_ev * rng.standard_normal(61), t_ev)[1])
    for _ in range(n_samples)])
print(f"site disorder = {disorder_ev:.2f} eV rms, {n_samples} samples")
print(f"  mean P = {p_random.mean():.4f}, spread = {p_random.std():.4f} (no unit)")

# Neglected: finite film and electric field
n_film, field_mv_cm = 15, 2.0
field_v_nm = field_mv_cm * 1e6 / 1e7
step_ev = field_v_nm * a_nm
positions = np.arange(n_film) - n_film // 2
p_film = ipr(lowest_state(defect_chain(n_film, u_ev), t_ev)[1])
p_field = ipr(lowest_state(defect_chain(n_film, u_ev) + step_ev * positions, t_ev)[1])
outside = 1 - np.sum(weights[100 - n_film // 2:101 + n_film // 2])
print(f"film: {n_film} sites, thickness {n_film * a_nm:.2f} nm")
print(f"field = {field_mv_cm:.1f} MV/cm, energy step per site = {step_ev:.3f} eV")
print(f"film without field: P = {p_film:.6f} (no unit)")
print(f"film with field: P = {p_field:.6f} (no unit)")
print(f"infinite-chain weight outside film = {outside:.2e} (no unit)")
print(f"distance D/field to reach band edge = {depth_ev / field_v_nm:.2f} nm")

# Neglected: temperature of use
temperature_k = 358.0
kt_ev = const.k * temperature_k / const.e
print(f"thermal energy at {temperature_k:.0f} K = {kt_ev:.4f} eV")
print(f"Boltzmann factor exp(-D/kT) = {np.exp(-depth_ev / kt_ev):.2e} (no unit)")

print("success")
```

Running it gives:

```
site spacing a = 0.35 nm
hopping t = 1.00 eV
trap depth D = 1.50 eV
band-edge mass for this t and a = 0.311 electron masses
level E from band centre = -3.500 eV
site attraction U = 2.8723 eV
kappa = a/xi = 1.1588 (no unit)
decay length xi = 0.3020 nm
q = exp(-2 kappa) = 0.09851 (no unit)
tanh(kappa) = 0.82065 (no unit)
weight on site 0 = 0.82065 (no unit)
weight on site 1 = 0.08084 (no unit)
weight on site 2 = 0.00796 (no unit)
IPR, closed form = 0.68667 (no unit)
IPR, diagonalization = 0.68667 (no unit)
participation number 1/P = 1.4563 sites
weak case: kappa = 0.1000, exact P = 0.050329
  weak formula kappa/2 = 0.050000, error -0.654 %
  strong formula 1-4q = -2.274923, error -4620.101 %
example: kappa = 1.1588, exact P = 0.686668
  weak formula kappa/2 = 0.579405, error -15.621 %
  strong formula 1-4q = 0.605969, error -11.752 %
strong case: kappa = 3.0000, exact P = 0.990146
  weak formula kappa/2 = 1.500000, error 51.493 %
  strong formula 1-4q = 0.990085, error -0.006 %
two-site defect: attraction per site = 2.1861 eV
two-site defect, same depth: P = 0.4103 (no unit)
simple cubic lattice, same t and D: P = 0.6699 (no unit)
hopping 0.7 eV, same D: P = 0.7737 (no unit)
hopping 1.3 eV, same D: P = 0.6177 (no unit)
site disorder = 0.10 eV rms, 1000 samples
  mean P = 0.6856, spread = 0.0171 (no unit)
film: 15 sites, thickness 5.25 nm
field = 2.0 MV/cm, energy step per site = 0.070 eV
film without field: P = 0.686668 (no unit)
film with field: P = 0.685679 (no unit)
infinite-chain weight outside film = 1.61e-08 (no unit)
distance D/field to reach band edge = 7.50 nm
thermal energy at 358 K = 0.0309 eV
Boltzmann factor exp(-D/kT) = 7.65e-22 (no unit)
success
```
